# Counting k·p invariants in a degenerate band with time reversal: test program

```python
"""
Counting independent k.p terms of order n in a degenerate level.
Result under test, for a time-reversal-invariant point:
  N_n = (1/|G|) sum_g (1/2)[chi(g)^2 + eps*(-1)^n chi(g^2)] h_n(g)
chi : character of the level;  eps : square of time reversal (+1 or -1)
h_n : character of the group on homogeneous polynomials of degree n in k
Without time reversal the bracket with its 1/2 is replaced by |chi(g)|^2.
Independent roads: the null space of the covariance equations, and the rank
of effective Hamiltonians folded down from a microscopic plane-wave model.
Model units: wave vector 2*pi/a, energy E0 = hbar^2 (2*pi/a)^2 / (2 m).
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

rng = np.random.default_rng(7)


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    down = up.conj().T
    return np.array([(up + down) / 2, (up - down) / 2j, np.diag(m)])


levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
L_cart = -1j * levi


def rotation(J, axis, angle):
    axis = np.array(axis, float) / np.linalg.norm(axis)
    return expm(-1j * angle * np.einsum('a,abc->bc', axis, J))


def closure(gens):
    """All pairs (U, R) generated by the given pairs."""
    def key(U, R):
        flat = np.concatenate([U.real.ravel(), U.imag.ravel(), R.ravel()])
        return (np.round(flat, 5) + 0.0).tobytes()
    start = (np.eye(len(gens[0][0]), dtype=complex), np.eye(len(gens[0][1])))
    found, queue = {key(*start): start}, [start]
    while queue:
        U, R = queue.pop()
        for V, S in gens:
            new = (V @ U, S @ R)
            if key(*new) not in found:
                found[key(*new)] = new
                queue.append(new)
    return list(found.values())


def poly_character(R, n):
    h = [1.0]
    for q in range(1, n + 1):
        h.append(sum(np.trace(np.linalg.matrix_power(R, m)) * h[q - m]
                     for m in range(1, q + 1)) / q)
    return h[n]


def as_integer(x):
    assert abs(x - round(float(np.real(x)))) < 1e-8
    return int(round(float(np.real(x))))


def count_unitary(group, n):
    return as_integer(np.mean([abs(np.trace(U))**2 * poly_character(R, n)
                               for U, R in group]))


def count_general(group, anti, n):
    """Average over unitary elements and the antiunitary coset."""
    UA, RA = anti
    total = 0
    for U, R in group:
        Ua = UA @ U.conj()
        total += abs(np.trace(U))**2 * poly_character(R, n)
        total += np.trace(Ua @ Ua.conj()) * poly_character(RA @ R, n)
    return as_integer(total / (2 * len(group)))


def count_squares(group, eps, k_sign, n):
    """Symmetric or antisymmetric square; k_sign = -1 for time reversal."""
    return as_integer(np.mean([
        0.5 * (np.trace(U)**2 + eps * k_sign**n * np.trace(U @ U))
        * poly_character(R, n) for U, R in group]))


def hermitian_basis(d):
    basis = []
    for i in range(d):
        for j in range(i, d):
            E = np.zeros((d, d), complex)
            E[i, j] = 1
            if i == j:
                basis.append(E)
            else:
                basis.append((E + E.T) / np.sqrt(2))
                basis.append(1j * (E - E.T) / np.sqrt(2))
    return np.array(basis)


def monomials(k, n):
    combos = itertools.combinations_with_replacement(range(k.shape[1]), n)
    return np.array([np.prod(k[:, list(c)], axis=1) if c else np.ones(len(k))
                     for c in combos]).T


def count_nullspace(gens, anti, n):
    """Solve H(Rk) = U H(k) U^dagger (conjugated H if antiunitary)."""
    B = hermitian_basis(len(gens[0][0]))
    k = rng.uniform(-1, 1, (25, len(gens[0][1])))
    M0 = monomials(k, n)
    blocks = []
    operations = [(U, R, False) for U, R in gens]
    if anti is not None:
        operations.append((anti[0], anti[1], True))
    for U, R, conjugate in operations:
        moved = U @ (B.conj() if conjugate else B) @ U.conj().T
        M1 = monomials(k @ R.T, n)
        eq = (np.einsum('pm,jab->pabjm', M1, B)
              - np.einsum('pm,jab->pabjm', M0, moved))
        eq = eq.reshape(-1, len(B) * M0.shape[1])
        blocks += [eq.real, eq.imag]
    matrix = np.vstack(blocks)
    return matrix.shape[1] - np.linalg.matrix_rank(matrix, tol=1e-8)


# ---------- groups and levels ----------
def td_generators(J):
    return [(rotation(J, (1, 1, 1), 2 * np.pi / 3),
             rotation(L_cart, (1, 1, 1), 2 * np.pi / 3).real),
            (rotation(J, (0, 0, 1), np.pi / 2),
             -rotation(L_cart, (0, 0, 1), np.pi / 2).real)]


def spin_reversal(J):
    return rotation(J, (0, 1, 0), np.pi), -np.eye(3)


J_half, J = spin_matrices(0.5), spin_matrices(1.5)
td_orbital = [(R.astype(complex), R) for _, R in td_generators(J)]
td_quartet = td_generators(J)
one2 = np.eye(2, dtype=complex)
c3 = np.array([[-0.5, -np.sqrt(0.75)], [np.sqrt(0.75), -0.5]])
mirror = np.diag([1.0, -1.0])
c3v = [(c3.astype(complex), c3), (mirror.astype(complex), mirror)]
omega = np.exp(2j * np.pi / 3)
c3_pair = [(np.diag([omega, omega.conj()]), c3)]
swap = np.array([[0, 1], [1, 0]], complex)
cases = [
    ("Td triplet T2, no spin", td_orbital,
     (np.eye(3, dtype=complex), -np.eye(3))),
    ("Td doublet, spin 1/2", td_generators(J_half), spin_reversal(J_half)),
    ("Td quartet Gamma8", td_quartet, spin_reversal(J)),
    ("Oh quartet Gamma8", td_quartet + [(np.eye(4, dtype=complex),
                                         -np.eye(3))], spin_reversal(J)),
    ("C3v E at Gamma, 2D", c3v, (one2, -np.eye(2))),
    ("C3v E at valley K, 2D", c3v, (one2, np.eye(2))),
    ("C3 pair joined by T, 2D", c3_pair, (swap, -np.eye(2))),
    ("C3 pair, T*mirror, 2D", c3_pair, (one2, -mirror)),
]
print("Number of invariants (dimensionless), orders n = 0,1,2,3,4")
saved = {}
for name, gens, anti in cases:
    group = closure(gens)
    with_T, without_T = [], []
    eps = np.real((anti[0] @ anti[0].conj())[0, 0])
    k_sign = anti[1][0, 0]
    simple = np.allclose(anti[1], k_sign * np.eye(len(anti[1])))
    for n in range(5):
        free = count_nullspace(gens, None, n)
        constrained = count_nullspace(gens, anti, n)
        assert count_unitary(group, n) == free
        assert count_general(group, anti, n) == constrained
        if simple:
            assert count_squares(group, eps, k_sign, n) == constrained
        without_T.append(int(free))
        with_T.append(int(constrained))
    saved[name] = (with_T, without_T)
    print(f"{name:24s} antiunitary: {with_T}  unitary only: {without_T}")

# ---------- characters of time-even and time-odd operators ----------
for name, gens, anti in (cases[0], cases[2]):
    B = hermitian_basis(len(gens[0][0]))
    UT = anti[0]
    eps = np.real((UT @ UT.conj())[0, 0])
    reverse = np.einsum('iab,jba->ij', B, UT @ B.conj() @ UT.conj().T)
    for U, R in closure(gens):
        turn = np.einsum('iab,jba->ij', B, U @ B @ U.conj().T)
        for tau in (1, -1):
            explicit = np.trace((np.eye(len(B)) + tau * reverse) / 2 @ turn)
            square = 0.5 * (np.trace(U)**2 + eps * tau * np.trace(U @ U))
            assert abs(explicit - square) < 1e-9

print("Td, Gamma8: class, size, chi^2, chi(g^2), T-even, T-odd, h1, h2, h3")
labels = {(1, 3): "E", (1, 0): "C3", (1, -1): "C2",
          (-1, -1): "S4", (-1, 1): "sigma_d"}
quartet_group = closure(td_quartet)
classes = {}
for U, R in quartet_group:
    tag = labels[(round(np.linalg.det(R)), round(np.trace(R)))]
    classes.setdefault(tag, []).append((U, R))
for tag in labels.values():
    U, R = classes[tag][0]
    c2, cg2 = np.trace(U).real**2, np.trace(U @ U).real
    row = [len(classes[tag]) / 2, c2, cg2, (c2 - cg2) / 2, (c2 + cg2) / 2]
    row += [poly_character(R, n) for n in (1, 2, 3)]
    print(f"{tag:8s}" + "".join(f"{int(round(x)):5d}" for x in row))

# ---------- microscopic zinc-blende plane-wave model ----------
G = np.array([g for g in itertools.product(range(-3, 4), repeat=3)
              if len({x % 2 for x in g}) == 1 and np.dot(g, g) <= 11], float)
D = G[:, None, :] - G[None, :, :]
D2, Dsum = np.rint((D**2).sum(-1)), D.sum(-1)
sigma = 2 * J_half
I2 = np.eye(2)

# trial p orbitals on the origin atom, coupled with spin to j = 3/2
J_ps = np.array([np.kron(L_cart[a], I2) + np.kron(np.eye(3), sigma[a] / 2)
                 for a in range(3)])
lower = J_ps[0] - 1j * J_ps[1]
ladder = [np.kron(-np.array([1, 1j, 0]) / np.sqrt(2), [1, 0])]
for m in (1.5, 0.5, -0.5):
    ladder.append(lower @ ladder[-1] / np.sqrt(3.75 - m * (m - 1)))
trial = np.kron(G * np.exp(-(G**2).sum(1) / 6)[:, None], I2)
trial = trial @ np.array(ladder).T
trial = trial / np.linalg.norm(trial[:, 0])


class Crystal:
    """Potential parts S (symmetric) and A (antisymmetric), spin-orbit
    strength lam, and mu multiplying the T-odd, Td-invariant px*py*pz."""

    def __init__(self, S, A, lam, mu=0.0):
        s = sum(v * (D2 == q) for q, v in S.items())
        t = sum(v * (D2 == q) for q, v in A.items())
        self.V = 0.5 * ((s + t) + (s - t) * np.exp(-0.5j * np.pi * Dsum))
        self.lam, self.mu = lam, mu
        cross = np.cross(G[:, None, :], G[None, :, :])
        self.H0 = (np.kron(self.V + np.diag((G**2).sum(1)
                                            + mu * G.prod(1)), I2)
                   + self.spin_orbit(cross))
        self.E, C = np.linalg.eigh(self.H0)
        self.i = next(i for i in range(len(self.E) - 3)
                      if self.E[i + 3] - self.E[i] < 1e-9)
        quartet = C[:, self.i:self.i + 4]
        u, self.overlap, vh = np.linalg.svd(quartet.conj().T @ trial)
        self.P = quartet @ u @ vh
        rest = np.r_[0:self.i, self.i + 4:len(self.E)]
        self.Q = C[:, rest]
        self.R = 1 / (self.E[self.i] - self.E[rest])[:, None]

    def spin_orbit(self, vec):
        return sum(np.kron(1j * self.lam * self.V * vec[..., c], sigma[c])
                   for c in range(3))

    def expansion(self, u):
        """H(t*u) = H0 + t*H1 + t^2*H2 + t^3*H3 in the plane-wave basis."""
        x, y, z = G.T
        lin = 2 * G @ u + self.mu * (u[0]*y*z + u[1]*z*x + u[2]*x*y)
        quad = u @ u + self.mu * (u[0]*u[1]*z + u[1]*u[2]*x + u[2]*u[0]*y)
        H1 = np.kron(np.diag(lin), I2) + self.spin_orbit(np.cross(u, -D))
        return H1, np.kron(np.diag(quad), I2), self.mu * np.prod(u)

    def folded(self, u):
        """Effective quartet matrices of first, second and third order."""
        A, B, c = self.expansion(u)
        P, Q, R = self.P, self.Q, self.R
        Pd, Qd = P.conj().T, Q.conj().T
        A11, A21, B21 = Pd @ A @ P, Qd @ A @ P, Qd @ B @ P
        X1 = R * A21
        X2 = R * (B21 + Qd @ A @ Q @ X1 - X1 @ A11)
        N = X1.conj().T @ X1
        second = Pd @ B @ P + A21.conj().T @ X1
        third = (c * np.eye(4) + A21.conj().T @ X2 + B21.conj().T @ X1
                 + 0.5 * (N @ A11 - A11 @ N))
        return A11, second, third

    def exact(self, u, t):
        """Effective matrix from exact eigenvectors at wave vector t*u."""
        A, B, c = self.expansion(u)
        H = self.H0 + t * A + t**2 * B + t**3 * c * np.eye(len(A))
        E, C = np.linalg.eigh(H)
        w, _, vh = np.linalg.svd(self.P.conj().T @ C[:, self.i:self.i + 4])
        W = w @ vh
        return W @ np.diag(E[self.i:self.i + 4]) @ W.conj().T


S0 = {3: -0.6, 8: 0.05, 11: 0.2}
A0 = {3: -0.2, 4: -0.15, 11: -0.05}
lam0, a_angstrom = 0.1, 6.0
base = Crystal(S0, A0, lam0)
assert base.overlap.min() > 1e-2 and np.ptp(base.overlap) < 1e-8
k_unit = 2 * np.pi / a_angstrom
E0 = (const.hbar * k_unit * 1e10)**2 / (2 * const.m_e) / const.e

directions = rng.normal(size=(14, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]

u = directions[0]
first, second, third = base.folded(u)
errors = []
for t in (0.002, 0.004):
    series = (base.E[base.i] * np.eye(4) + t * first + t**2 * second
              + t**3 * third)
    errors.append(np.linalg.norm(base.exact(u, t) - series))
assert 11 < errors[1] / errors[0] < 22   # remainder is of fourth order


def sym(X, Y):
    return (X @ Y + Y @ X) / 2


octupole = [2 / np.sqrt(3) * sym(J[i], J[(i + 1) % 3] @ J[(i + 1) % 3]
                                 - J[(i + 2) % 3] @ J[(i + 2) % 3])
            for i in range(3)]


def invariants(u, n):
    cyc = [(i, (i + 1) % 3, (i + 2) % 3) for i in range(3)]
    if n == 1:
        return [sum(u[i] * octupole[i] for i in range(3))]
    if n == 2:
        return [-(u @ u) * np.eye(4),
                2 * sum(u[i]**2 * (J[i] @ J[i] - 1.25 * np.eye(4))
                        for i in range(3)),
                4 * sum(u[i] * u[j] * sym(J[i], J[j]) for i, j, _ in cyc)]
    return [sum(u[i]**3 * octupole[i] for i in range(3)),
            sum(u[i] * (u[j]**2 + u[l]**2) * octupole[i] for i, j, l in cyc),
            sum(u[i] * (u[j]**2 - u[l]**2) * J[i] for i, j, l in cyc),
            sum(u[i] * (u[j]**2 - u[l]**2) * J[i] @ J[i] @ J[i]
                for i, j, l in cyc)]


def real_vector(matrices):
    flat = np.array(matrices).ravel()
    return np.concatenate([flat.real, flat.imag])


base_orders = [base.folded(v) for v in directions]
coefficients = {}
for n in (1, 2, 3):
    target = real_vector([h[n - 1] for h in base_orders])
    table = [invariants(v, n) for v in directions]
    design = np.array([real_vector([row[q] for row in table])
                       for q in range(len(table[0]))]).T
    assert np.linalg.matrix_rank(design) == design.shape[1]
    assert design.shape[1] == saved["Td quartet Gamma8"][0][n]
    fit = np.linalg.lstsq(design, target, rcond=None)[0]
    residual = np.linalg.norm(design @ fit - target)
    assert residual < 1e-9 * max(1, np.linalg.norm(target))
    assert np.min(np.abs(fit)) > 1e-7
    coefficients[n] = fit

print(f"Model: a = {a_angstrom:.1f} angstrom, E0 = {E0:.4f} eV, "
      f"plane waves = {len(G)}")
print("Symmetric potential (E0), by |G|^2:", S0)
print("Antisymmetric potential (E0), by |G|^2:", A0)
print(f"Spin-orbit strength lam (dimensionless) = {lam0}")
print("Lowest 8 levels at Gamma, from quartet (eV):",
      np.round((base.E[:8] - base.E[base.i]) * E0, 4) + 0.0)
print(f"Overlap of quartet with trial p states = {base.overlap[0]:.4f}")
print(f"Series error at k=0.002, 0.004 (E0): {errors[0]:.2e}, "
      f"{errors[1]:.2e}; ratio {errors[1] / errors[0]:.2f}")
C1 = coefficients[1][0]
print(f"Linear coefficient C = {C1:.6f} E0/(2pi/a) "
      f"= {C1 * E0 / k_unit:.6f} eV angstrom")
for q, value in enumerate(coefficients[2], 1):
    print(f"Luttinger gamma{q} (dimensionless) = {value:.5f}")
for q, value in enumerate(coefficients[3], 1):
    print(f"Cubic coefficient b{q} = {value * E0 / k_unit**3:.5f} "
          "eV angstrom^3")

# ---------- number of terms as a rank over many crystals ----------
for broken in (False, True):
    vectors = {1: [], 2: [], 3: []}
    for _ in range(16):
        S = {q: v * rng.uniform(0.7, 1.3) for q, v in S0.items()}
        A = {q: v * rng.uniform(0.7, 1.3) for q, v in A0.items()}
        mu = rng.uniform(-0.1, 0.1) if broken else 0.0
        crystal = Crystal(S, A, lam0 * rng.uniform(0.7, 1.3), mu)
        assert crystal.overlap.min() > 1e-3
        assert np.ptp(crystal.overlap) < 1e-8
        orders = [crystal.folded(v) for v in directions]
        for n in vectors:
            row = real_vector([h[n - 1] for h in orders])
            vectors[n].append(row / np.linalg.norm(row))
    for n in vectors:
        sv = np.linalg.svd(np.array(vectors[n]), compute_uv=False)
        rank = int(np.sum(sv > 1e-7 * sv[0]))
        assert rank == saved["Td quartet Gamma8"][int(broken)][n]
        print(f"16 crystals, T {'broken' if broken else 'kept  '}, order {n}:"
              f" rank {rank}; last kept {sv[rank - 1] / sv[0]:.1e},"
              f" first dropped {sv[rank] / sv[0]:.1e}")

print("all assertions hold")
```

It prints:

```
Number of invariants (dimensionless), orders n = 0,1,2,3,4
Td triplet T2, no spin   antiunitary: [1, 0, 3, 1, 6]  unitary only: [1, 1, 3, 4, 7]
Td doublet, spin 1/2     antiunitary: [1, 0, 1, 1, 2]  unitary only: [1, 0, 1, 2, 3]
Td quartet Gamma8        antiunitary: [1, 1, 3, 4, 6]  unitary only: [1, 2, 4, 7, 10]
Oh quartet Gamma8        antiunitary: [1, 0, 3, 0, 6]  unitary only: [1, 0, 4, 0, 10]
C3v E at Gamma, 2D       antiunitary: [1, 0, 2, 1, 3]  unitary only: [1, 1, 2, 3, 3]
C3v E at valley K, 2D    antiunitary: [1, 1, 2, 2, 3]  unitary only: [1, 1, 2, 3, 3]
C3 pair joined by T, 2D  antiunitary: [1, 0, 3, 2, 5]  unitary only: [2, 2, 4, 6, 6]
C3 pair, T*mirror, 2D    antiunitary: [2, 1, 3, 3, 4]  unitary only: [2, 2, 4, 6, 6]
Td, Gamma8: class, size, chi^2, chi(g^2), T-even, T-odd, h1, h2, h3
E           1   16    4    6   10    3    6   10
C3          8    1    1    0    1    0    0    1
C2          3    0   -4    2   -2   -1    2   -2
S4          6    0    0    0    0   -1    0    0
sigma_d     6    0   -4    2   -2    1    2    2
Model: a = 6.0 angstrom, E0 = 4.1781 eV, plane waves = 51
Symmetric potential (E0), by |G|^2: {3: -0.6, 8: 0.05, 11: 0.2}
Antisymmetric potential (E0), by |G|^2: {3: -0.2, 4: -0.15, 11: -0.05}
Spin-orbit strength lam (dimensionless) = 0.1
Lowest 8 levels at Gamma, from quartet (eV): [-11.0474 -11.0474  -1.2821  -1.2821   0.       0.       0.       0.    ]
Overlap of quartet with trial p states = 0.7142
Series error at k=0.002, 0.004 (E0): 1.09e-08, 1.74e-07; ratio 15.99
Linear coefficient C = -0.011121 E0/(2pi/a) = -0.044370 eV angstrom
Luttinger gamma1 (dimensionless) = 5.54207
Luttinger gamma2 (dimensionless) = 1.70735
Luttinger gamma3 (dimensionless) = 2.29659
Cubic coefficient b1 = -19.15200 eV angstrom^3
Cubic coefficient b2 = 10.16834 eV angstrom^3
Cubic coefficient b3 = -151.81540 eV angstrom^3
Cubic coefficient b4 = 55.85659 eV angstrom^3
16 crystals, T kept  , order 1: rank 1; last kept 1.0e+00, first dropped 7.5e-13
16 crystals, T kept  , order 2: rank 3; last kept 4.9e-03, first dropped 7.3e-15
16 crystals, T kept  , order 3: rank 4; last kept 3.1e-03, first dropped 2.7e-13
16 crystals, T broken, order 1: rank 2; last kept 1.9e-01, first dropped 9.1e-13
16 crystals, T broken, order 2: rank 4; last kept 1.2e-03, first dropped 2.9e-14
16 crystals, T broken, order 3: rank 7; last kept 1.9e-03, first dropped 1.1e-12
all assertions hold
```
